# Zero-gap grey tin from an inverted Kane model under strain: test program

```python
"""
Zero-gap structure of an inverted Kane model, and its response to (001) strain.

Result under test (hbar = m = 1, energies from the unstrained Gamma8 level):
  A = -g1/2, B2 = -g2, B3 = -g3 with g1, g2, g3 the Luttinger parameters
  obtained after folding down an s level that lies BELOW Gamma8.
  No strain: the bands A k^2 +- B(direction) k^2 touch only at k = 0.
  In-plane tension (delta > 0): a gap delta*(1 - sin(theta - chi)) opens.
  In-plane compression (delta < 0): two Dirac points at kz = +-sqrt(|delta|/B2).
Symbols: E0 s level, DELTA spin-orbit splitting, P momentum matrix element,
  L, M, N remote-band constants of the p orbitals, b shear deformation
  potential, delta = b*(ezz - e) half the strain splitting of Gamma8.
The reference is the full eight-band matrix in the basis (S, X, Y, Z) x spin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar

E0, DELTA, P = -0.015, 0.030, 0.6
L, M, N = -2.1, -1.5, -1.5
C_RATIO = 0.5                      # C12/C11
V_SIGMA, V_PI = 0.07, -0.02        # p-p bond integrals
STRAIN = 1.0e-3
MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
PER_NM = 1e-9 / const.physical_constants["Bohr radius"][0]

# Derived quantities of the four-band theory
b = -(8 / 9) * (V_SIGMA - V_PI)
fold = P**2 / abs(E0)
g1 = -(2 / 3) * (L + fold + 2 * M)
g2 = -(L + fold - M) / 3
g3 = -(N + fold) / 3
A, B2, B3 = -g1 / 2, -g2, -g3
assert B2 / 2 <= A < min(B2, B3)

# Operators
I2 = np.eye(2)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orbital_l = np.zeros((3, 3, 3), complex)
for i in range(3):
    j, m = (i + 1) % 3, (i + 2) % 3
    orbital_l[i, j, m], orbital_l[i, m, j] = -1j, 1j
l_dot_sigma = sum(np.kron(orbital_l[i], sigma[i]) for i in range(3))
spin_orbit = np.zeros((8, 8), complex)
spin_orbit[2:, 2:] = DELTA / 3 * (l_dot_sigma - np.eye(6))
jz = np.kron(np.eye(4), sigma[2]) / 2
jz[2:, 2:] += np.kron(orbital_l[2], I2)


def hamiltonian(k, strain=(0, 0, 0), s_level=E0):
    """Eight-band matrix for k of shape (..., 3) and diagonal strain."""
    k = np.asarray(k, float)
    strain = np.asarray(strain, float)
    k2 = (k**2).sum(-1)
    orb = np.zeros(k.shape[:-1] + (4, 4), complex)
    orb[..., 0, 0] = s_level + k2 / 2
    for i in range(3):
        orb[..., 0, i + 1] = 1j * P * k[..., i]
        orb[..., i + 1, 0] = -1j * P * k[..., i]
        for j in range(3):
            if i == j:
                orb[..., i + 1, i + 1] = (L * k[..., i]**2
                    + M * (k2 - k[..., i]**2)
                    + 3 * b * (strain[i] - strain.mean()))
            else:
                orb[..., i + 1, j + 1] = N * k[..., i] * k[..., j]
    full = np.einsum("...ab,cd->...acbd", orb, I2)
    return full.reshape(k.shape[:-1] + (8, 8)) + spin_orbit


def bands(k, strain=(0, 0, 0), s_level=E0):
    return np.linalg.eigvalsh(hamiltonian(k, strain, s_level))


def biaxial(e):
    return np.array([e, e, -2 * C_RATIO * e])


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# Elastic relaxation: minimise the cubic elastic energy at unit in-plane strain
relaxed = minimize_scalar(
    lambda z: (2 + z**2) / 2 + C_RATIO * (1 + 2 * z)).x
assert close(relaxed, biaxial(1.0)[2], 1e-5)

# Sign and size of b from a strained two-atom cell with p-p bonds
tb_strain = biaxial(-1e-4)
hop = np.zeros((3, 3))
for bond in np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]):
    vector = bond * (1 + tb_strain)
    length = np.linalg.norm(vector)
    n = vector / length
    hop += (3 / length**2) * ((V_SIGMA - V_PI) * np.outer(n, n)
                              + V_PI * np.eye(3))
cell = np.block([[np.zeros((3, 3)), hop], [hop.T, np.zeros((3, 3))]])
levels, states = np.linalg.eigh(cell)
z_weight = states[2, :3]**2 + states[5, :3]**2
energy_z = levels[:3][z_weight > 0.5].mean()
energy_x = levels[:3][z_weight < 0.5].mean()
b_cell = (energy_x - energy_z) / (3 * (tb_strain[0] - tb_strain[2]))
assert b_cell < 0 and close(b_cell, b, 2e-3)

# Projection of a random symmetric p-orbital matrix on J = 3/2
rng = np.random.default_rng(4)
values, vectors = np.linalg.eigh(l_dot_sigma)
quartet = vectors[:, values > 0]
for _ in range(5):
    t = rng.normal(size=(3, 3))
    t = t + t.T
    d = np.array([(t[2, 2] - (t[0, 0] + t[1, 1]) / 2) / 3,
                  (t[0, 0] - t[1, 1]) / (2 * np.sqrt(3)),
                  t[0, 1] / np.sqrt(3), t[1, 2] / np.sqrt(3),
                  t[2, 0] / np.sqrt(3)])
    projected = quartet.conj().T @ np.kron(t, I2) @ quartet
    expected = np.trace(t) / 3 + np.linalg.norm(d) * np.array([-1, -1, 1, 1])
    assert np.allclose(np.linalg.eigvalsh(projected), expected, atol=1e-12)

# Band curvatures of the eight-band matrix against the folded theory
directions = np.vstack([np.eye(3)[2], np.ones(3), [1, 1, 0],
                        rng.normal(size=(6, 3))])
for n in directions:
    n = n / np.linalg.norm(n)
    pairs = (n[0] * n[1])**2 + (n[1] * n[2])**2 + (n[2] * n[0])**2
    b_dir = np.sqrt(B2**2 + 3 * (B3**2 - B2**2) * pairs)
    kk = 1e-4
    curvature = bands(kk * n)[4:] / kk**2
    assert np.allclose(curvature, [A - b_dir] * 2 + [A + b_dir] * 2, rtol=2e-3)

# Search grid covering one symmetry wedge of directions
polar, azimuth = np.meshgrid(np.linspace(0, np.pi / 2, 19),
                             np.linspace(0, np.pi / 4, 7), indexing="ij")
unit = np.stack([np.sin(polar) * np.cos(azimuth),
                 np.sin(polar) * np.sin(azimuth), np.cos(polar)], -1)
grid = (np.linspace(0, 9, 55)[:, None, None, None] * unit).reshape(-1, 3)
k_scale = np.sqrt(abs(b * (biaxial(STRAIN)[2] - STRAIN)) / B2)

# Zero gap when inverted; an ordinary gap when the s level lies above
free = bands(grid * k_scale)
assert free[:, 5].max() < 1e-12 and free[:, 6].min() > -1e-12
away = np.linalg.norm(grid, axis=1) > 0
assert (free[away, 6] - free[away, 5]).min() > 0
normal = bands(grid * k_scale, biaxial(-STRAIN), -E0)
normal_gap = normal[:, 6].min() - normal[:, 5].max()
assert normal_gap > 0.9 * abs(E0)


def tensile(e):
    """Global band edges: four-band formula and eight-band search."""
    strain = biaxial(e)
    delta = b * (strain[2] - e)
    scale = np.sqrt(delta / B2)
    b_110 = np.sqrt(B2**2 / 4 + 3 * B3**2 / 4)
    theta, chi = np.arcsin(A / b_110), np.arccos(B2 / 2 / b_110)
    formula_gap = delta * (1 - np.sin(theta - chi))
    formula_k = np.sqrt(delta * np.cos(theta - chi) / (b_110 * np.cos(theta)))
    energy = bands(grid * scale, strain)

    def refine(index, sign):
        start = grid[np.argmin(sign * energy[:, index])]
        simplex = np.vstack([start, start + 0.2 * np.eye(3)])
        found = minimize(
            lambda q: sign * bands(q * scale, strain)[index] / delta,
            start, method="Nelder-Mead",
            options=dict(initial_simplex=simplex, xatol=1e-5, fatol=1e-10,
                         maxiter=1000))
        return sign * found.fun * delta, found.x * scale

    top, k_top = refine(5, -1)
    bottom, k_bottom = refine(6, 1)
    gamma = bands(np.zeros(3), strain)
    return dict(delta=delta, theta=np.degrees(theta), chi=np.degrees(chi),
                formula_gap=formula_gap, formula_k=formula_k, top=top,
                bottom=bottom, gap=bottom - top, k_top=k_top,
                k_bottom=k_bottom, scale=scale, gamma_gap=gamma[6] - gamma[5])


jz_values, jz_vectors = np.linalg.eigh(jz)
three_half = jz_vectors[:, abs(jz_values - 1.5) < 1e-9]
one_half = jz_vectors[:, abs(jz_values - 0.5) < 1e-9]


def axial_branches(kz, strain):
    """Energies of the Jz = 1/2 and Jz = 3/2 Gamma8 branches on the axis."""
    h = hamiltonian([0, 0, kz], strain)
    assert np.allclose(h @ jz, jz @ h, atol=1e-14)
    half = np.linalg.eigvalsh(one_half.conj().T @ h @ one_half)[-1]
    heavy = (three_half.conj().T @ h @ three_half)[0, 0].real
    return half, heavy


def compressive(e):
    """Dirac point: four-band formulas and eight-band numbers."""
    strain = biaxial(e)
    eta = abs(b * (strain[2] - e))
    k_formula = np.sqrt(eta / B2)
    k_dirac = brentq(lambda q: np.subtract(*axial_branches(q, strain)),
                     0.3 * k_formula, 3 * k_formula, xtol=1e-15)
    e_dirac = axial_branches(k_dirac, strain)[1]
    step = 1e-3 * k_dirac
    plus = np.array(axial_branches(k_dirac + step, strain))
    minus = np.array(axial_branches(k_dirac - step, strain))
    slopes = (plus - minus) / (2 * step)
    side = bands([step, 0, k_dirac], strain)
    return dict(eta=eta, k_formula=k_formula, k=k_dirac,
                e_formula=A * eta / B2, e=e_dirac, slopes=slopes,
                slope_formula=2 * np.array([A + B2, A - B2]) * k_formula,
                v_side=(side[6] - side[5]) / (2 * step),
                v_formula=np.sqrt(3) * B3 * k_formula)


# Leading-order formulas: corrections are of order strain energy / band
# separation, a few per cent at the main strain and far less at the small one
for e, tolerance in ((STRAIN, 0.12), (STRAIN / 20, 0.01)):
    ten = tensile(e)
    assert ten["gap"] > 0
    assert close(ten["gap"], ten["formula_gap"], tolerance)
    assert close(ten["gamma_gap"], 2 * ten["delta"], tolerance)
    assert close(np.linalg.norm(ten["k_top"]), ten["formula_k"], tolerance)
    assert np.linalg.norm(ten["k_bottom"]) < 1e-2 * ten["scale"]
    kx, ky, kz = np.abs(ten["k_top"])
    assert kz < 1e-2 * kx and close(kx, ky, 1e-2)
    com = compressive(-e)
    assert close(com["k"], com["k_formula"], tolerance)
    assert close(com["e"], com["e_formula"], tolerance)
    assert close(com["v_side"], com["v_formula"], tolerance)
    for got, want in zip(com["slopes"], com["slope_formula"]):
        assert close(got, want, tolerance)
    assert com["slopes"][0] > 0 > com["slopes"][1]
    if e == STRAIN:
        main_ten, main_com = ten, com
    else:
        small_ten, small_com = ten, com
ten, com = main_ten, main_com

# Compression: no touching elsewhere, and no other state at the Dirac energy
squeezed = bands(grid * k_scale, biaxial(-STRAIN))
distance = np.linalg.norm(grid * k_scale - [0, 0, com["k"]], axis=1)
separation = squeezed[:, 6] - squeezed[:, 5]
assert np.all(separation >= 0.5 * B3 * com["k"] * distance)
assert squeezed[:, 6].min() >= com["e"] - 1e-12
assert squeezed[:, 5].max() <= com["e"] + 1e-12
for sign in (1, -1):
    at_point = bands([0, 0, sign * com["k"]], biaxial(-STRAIN))
    assert np.ptp(at_point[4:]) < 1e-12

# Unequal in-plane strains break the axis symmetry and split the crossing
skew = 0.1 * STRAIN
skew_strain = biaxial(-STRAIN) + np.array([skew / 2, -skew / 2, 0])


def axis_gap(scaled_k):
    energy = bands([0, 0, scaled_k * com["k"]], skew_strain)
    return (energy[6] - energy[5]) * 1e5


split = minimize_scalar(axis_gap, bounds=(0.8, 1.2), method="bounded",
                        options=dict(xatol=1e-8)).fun * 1e-5
split_formula = np.sqrt(3) * abs(b) * skew
assert close(split, split_formula, 0.10)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("s level E0", E0, "hartree")
show("spin-orbit splitting", DELTA, "hartree")
show("momentum element P", P, "a.u.")
print(f"remote constants L, M, N: {L}, {M}, {N} a.u.")
show("C12/C11", C_RATIO)
print(f"bond integrals sigma, pi: {V_SIGMA}, {V_PI} hartree")
show("b from formula", b, "hartree")
show("b from strained cell", b_cell, "hartree")
show("s-level contribution P^2/|E0|", fold, "a.u.")
print(f"folded g1, g2, g3: {g1:.4f}, {g2:.4f}, {g3:.4f}")
print(f"A, B2, B3: {A:.4f}, {B2:.4f}, {B3:.4f} a.u.")
show("normal-order control, compressed: gap", normal_gap, "hartree")
show("in-plane strain magnitude", STRAIN)
show("normal strain under tension", biaxial(STRAIN)[2])
show("delta under tension", ten["delta"], "hartree")
show("theta along [110]", ten["theta"], "degrees")
show("chi along [110]", ten["chi"], "degrees")
show("tension: splitting at k=0, eight-band", ten["gamma_gap"], "hartree")
show("tension: gap, formula", ten["formula_gap"], "hartree")
show("tension: gap, eight-band", ten["gap"], "hartree")
show("tension: gap, eight-band", ten["gap"] * MEV, "meV")
show("tension: conduction minimum", ten["bottom"], "hartree")
show("tension: valence maximum", ten["top"], "hartree")
show("tension: k of valence maximum, formula", ten["formula_k"], "1/bohr")
show("tension: k of valence maximum, eight-band",
     np.linalg.norm(ten["k_top"]), "1/bohr")
show("compression: kD, formula", com["k_formula"], "1/bohr")
show("compression: kD, eight-band", com["k"], "1/bohr")
show("compression: kD, eight-band", com["k"] * PER_NM, "1/nm")
show("compression: Dirac energy, formula", com["e_formula"], "hartree")
show("compression: Dirac energy, eight-band", com["e"], "hartree")
show("compression: Dirac energy, eight-band", com["e"] * MEV, "meV")
show("axial slope Jz=1/2, formula", com["slope_formula"][0], "a.u.")
show("axial slope Jz=1/2, eight-band", com["slopes"][0], "a.u.")
show("axial slope Jz=3/2, formula", com["slope_formula"][1], "a.u.")
show("axial slope Jz=3/2, eight-band", com["slopes"][1], "a.u.")
show("transverse speed, formula", com["v_formula"], "a.u.")
show("transverse speed, eight-band", com["v_side"], "a.u.")
show("strain difference exx-eyy", skew)
show("split crossing, formula", split_formula, "hartree")
show("split crossing, eight-band", split, "hartree")
for name, t_case, c_case in (("main", ten, com),
                             ("1/20", small_ten, small_com)):
    gap_error = 100 * (t_case["gap"] / t_case["formula_gap"] - 1)
    k_error = 100 * (c_case["k"] / c_case["k_formula"] - 1)
    print(f"{name} strain, eight-band minus formula: "
          f"gap {gap_error:.3f} %, kD {k_error:.3f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
s level E0: -0.015 hartree
spin-orbit splitting: 0.03 hartree
momentum element P: 0.6 a.u.
remote constants L, M, N: -2.1, -1.5, -1.5 a.u.
C12/C11: 0.5
bond integrals sigma, pi: 0.07, -0.02 hartree
b from formula: -0.08 hartree
b from strained cell: -0.080011 hartree
s-level contribution P^2/|E0|: 24 a.u.
folded g1, g2, g3: -12.6000, -7.8000, -7.5000
A, B2, B3: 6.3000, 7.8000, 7.5000 a.u.
normal-order control, compressed: gap: 0.01484 hartree
in-plane strain magnitude: 0.001
normal strain under tension: -0.001
delta under tension: 0.00016 hartree
theta along [110]: 56.259 degrees
chi along [110]: 59.018 degrees
tension: splitting at k=0, eight-band: 0.0003217 hartree
tension: gap, formula: 0.0001677 hartree
tension: gap, eight-band: 0.00016698 hartree
tension: gap, eight-band: 4.5437 meV
tension: conduction minimum: 0.0001617 hartree
tension: valence maximum: -5.2818e-06 hartree
tension: k of valence maximum, formula: 0.0061627 1/bohr
tension: k of valence maximum, eight-band: 0.0061791 1/bohr
compression: kD, formula: 0.0045291 1/bohr
compression: kD, eight-band: 0.0045474 1/bohr
compression: kD, eight-band: 0.085934 1/nm
compression: Dirac energy, formula: 0.00012923 hartree
compression: Dirac energy, eight-band: 0.00012898 hartree
compression: Dirac energy, eight-band: 3.5098 meV
axial slope Jz=1/2, formula: 0.12772 a.u.
axial slope Jz=1/2, eight-band: 0.12449 a.u.
axial slope Jz=3/2, formula: -0.013587 a.u.
axial slope Jz=3/2, eight-band: -0.013642 a.u.
transverse speed, formula: 0.058835 a.u.
transverse speed, eight-band: 0.057953 a.u.
strain difference exx-eyy: 0.0001
split crossing, formula: 1.3856e-05 hartree
split crossing, eight-band: 1.3708e-05 hartree
main strain, eight-band minus formula: gap -0.429 %, kD 0.405 %
1/20 strain, eight-band minus formula: gap -0.021 %, kD 0.020 %
ALL CHECKS PASSED
```
